Pull-in of a parallel-plate gap with one or two sprung electrodes, part 2

**Problem and results carried over.** Two parallel conducting plates of facing area A in vacuum have the gap g = d − x₁ − x₂, where d is the gap without voltage and x₁, x₂ are the inward displacements. An ideal source holds the voltage V between them. Each movable plate is tied to a rigid frame by a linear spring of constant k, and N = 1 or 2 plates are sprung. The pull-in voltage, at which the plates snap together when V is raised slowly from zero, is V_one with one plate sprung and the other fixed, and V_two with both sprung. The algebra uses atomic units, in which ħ, the electron mass, the elementary charge e and 4πε₀ all equal one.

A balance of forces and an energy derivation both gave, for equal springs, the critical gap 2d/3 and

V_two = V_one/√2.

The energy derivation uses the closure u = x₁ + x₂ and the drift v = x₁ − x₂. The drift separates and has its minimum at v = 0 at any voltage. The energy of the closure, with the source included, is

U(u) = Ku²/2 − AV²/(8π(d − u)), K = k/N,

and slow pull-in occurs at

V² = 4πKg³/A = (4πK/A)·(8d³/27) = 32πKd³/(27A).

With charges Q and −Q on the plates and the field E between them, the capacitance is

C = Q/V = A/(4πg).

The example is a pair of neighbouring freestanding copper lines, clamped at both ends, with free length ℓ = 800 nm, width t = 20 nm, height b = 40 nm, gap d = 20 nm and Young's modulus Y = 120 GPa. Let z run along a line, w(z) be its sideways deflection and I = bt³/12. A uniform load q per length obeys YI·w″″ = q, which gives

w = q z²(ℓ − z)²/(24YI),

k = 384YI/ℓ³ = 2.400 N/m.

The flat-plate model, in which each line moves as a flat plate on such a spring, gives V_one = 4.48 V and V_two = 3.17 V, with forces of 16.0 nN and 8.0 nN at pull-in.

**Unequal springs.** If the plates have springs k₁ and k₂, the elastic energy with x₂ = u − x₁ is

k₁x₁²/2 + k₂(u − x₁)²/2.

Completing the square in x₁ gives

((k₁ + k₂)/2)·[x₁ − k₂u/(k₁ + k₂)]² + Ku²/2, K = k₁k₂/(k₁ + k₂).

The last coefficient arises from k₂ − k₂²/(k₁ + k₂) = k₁k₂/(k₁ + k₂). The squared bracket vanishes in equilibrium and can only raise the energy otherwise. What remains is the energy of one closure with stiffness K, so the pull-in voltage is proportional to √K. Compared with a gap in which the second plate is fixed and the first has k₁,

V_two/V_one = √(K/k₁) = 1/√(1 + k₁/k₂).

For equal springs this is 1/√2. For a very stiff second spring it tends to one, the case of a fixed electrode. For a very soft second spring it tends to zero: the soft plate alone then decides the pull-in. With k₂ = 3k₁ the fixed-electrode voltage is higher by √(4/3) = 1.1547, and overdamped relaxation of the two plates from rest gives the same factor.

The formula also shows what restores the original threshold. If both springs are made twice as stiff, K = (2k)(2k)/(4k) = k, and the pair pulls in at V_one.

**A sudden voltage.** The energy also describes a case that a static balance of forces can't treat. Let V be switched on at once, with both plates at rest at u = 0 and no damping. For two sprung plates both the springs and the masses are taken as equal, so that equal forces keep v = 0. The plates overshoot their equilibrium. They turn back if the energy U(u) climbs again to its starting value U(0) before contact. The condition for a turning point is

Ku²/2 = (AV²/(8π))·[1/(d − u) − 1/d] = AV²u/(8πd(d − u)).

Dividing by u and solving for the voltage,

V² = 4πKd·u(d − u)/A.

The product u(d − u) is largest at u = d/2, where it equals d²/4. No turning point exists above

V_step² = πKd³/A.

Divided by the slow-ramp value this is 27/32, so the threshold for a sudden step is √(27/32) = 0.919 of the slow one. Both thresholds contain K in the same way, and the factor √2 between one and two sprung plates remains. Integration of the equations of motion gives 0.9186 and 1.4142 for these two numbers. Damping reduces the overshoot. With unequal springs or unequal masses the drift v is excited, and this formula for the step threshold need not hold.

**What each derivation assumes.** Both derivations share the following premises:

- The springs are linear and tied to a frame that doesn't move.
- The plates stay parallel, which requires a mounting that resists tilting strongly enough.
- The same k, A and d are used in the two arrangements.
- The voltage is held fixed while the gap changes.
- The only force besides the springs is electrostatic.
- The plates lose stability before they touch.

The premise of fixed voltage is essential. If the charge Q is held instead, the field energy is Q²/(2C) = 2πgQ²/A. It is linear in the gap and adds nothing to the second derivative of the energy, which stays at K > 0. Ideal plates then have no pull-in instability, and so there are no pull-in voltages to compare.

The balance of forces needs the attraction as a function of the gap, its proportionality to V², and its equal action on both plates. It never uses an energy. It yields the curve V²(g) for any force law, and the factor √2 appears at every gap before a maximum is sought. Its weakness is that equilibrium alone doesn't establish stability, and the stability argument given with it treats closing motions only.

The energy derivation needs forces that follow from a potential, and the source must be counted as part of the system. In return it tests stability against every combination of the displacements x₁ and x₂, shows that the drift decouples, and extends to sudden steps. As written it uses the ideal capacitance. For another capacitance C(g) the term −C(g)V²/2 takes its place, the drift still separates, and the closure energy is Ku²/2 − C(d − u)V²/2. Dividing this energy by K shows that it depends on the voltage through V²/K alone, so the threshold again varies as √K.

A dielectric coating on the facing surfaces is one such case. Let its total thickness be h and its relative permittivity ε_r, with g denoting the remaining air gap. The field in the coating is smaller by ε_r, and the voltage is V = E(g + h/ε_r). The capacitance becomes A/(4π(g + h/ε_r)), so the earlier formulas hold with d replaced by d + h/ε_r. Pull-in would occur at the closure (d + h/ε_r)/3. If h/ε_r exceeds 2d, this closure is larger than the available gap d, and the coated faces meet smoothly without any instability.

**Where the factor changes.** Two effects violate the shared premises in ways that can be followed explicitly. Both raise the ratio above √2.

The first is a force that doesn't depend on the voltage, such as the van der Waals attraction W(g). Writing the electrostatic force as V²f(g), the balances for one and two sprung plates are

V²f = k(d − g) − W for N = 1,

V²f = k(d − g)/2 − W = [k(d − g) − 2W]/2 for N = 2.

At each gap the second is less than half the first, so V_two lies below V_one/√2. For metals with a Hamaker constant of roughly 2 eV, the unretarded law for half-spaces gives W = 0.23 nN at g = 2d/3. This is an overestimate for that constant, since retardation and the finite width of the lines both weaken the attraction. Compared with the electrostatic forces of 16 nN and 8 nN it is small. The voltages become 4.45 V and 3.12 V, with the ratio 1.425.

The second effect is the stretching of a clamped line as it bows. Let the midpoint deflection be x and approximate the shape by w = x(1 − cos(2πz/ℓ))/2. With Y and I = bt³/12 as before, the bending energy is

(YI/2)∫w″²dz = (YI/2)·(2π⁴x²/ℓ³) = π⁴YIx²/ℓ³.

The line becomes longer by ∫w′²dz/2, which corresponds to the strain π²x²/(4ℓ²). The stretching energy is half of Y times the volume btℓ times the strain squared:

π⁴Ybtx⁴/(32ℓ³).

The forces are the derivatives of these energies with respect to x, namely 2π⁴YIx/ℓ³ and π⁴Ybtx³/(8ℓ³). Their ratio is

btx²/(16I) = 0.75x²/t².

With this assumed shape the spring force is approximately kx(1 + 0.75x²/t²). For a given closure u a single line has x = u, whereas each of two lines has x = u/2. The single line is stiffened more, and at each gap V² for one moving line exceeds twice that for two. The voltages rise to 4.68 V and 3.20 V, and their ratio to 1.463. In this example stretching disturbs the factor √2 more than the van der Waals force does, though still by only 3.4 % in this flat-plate estimate. A bent line reaches pull-in at a larger midpoint deflection, so stretching counts for somewhat more there.

**The real case.** The widths, gap and supply voltage of the example are roughly those of fine copper interconnects, but a free length of 800 nm is a long one. The voltage depends on it strongly: k varies as ℓ⁻³ and A as ℓ, so V² varies as k/A ∝ ℓ⁻⁴ and V as ℓ⁻². Halving the free length quadruples both thresholds in this model. Lines that rest on dielectric along their length are held more firmly than the freestanding ones considered here. Linear response also needs the copper to stay elastic. For a uniform load the curvature at a clamped end is 32x/ℓ² at midpoint deflection x, so the bending stress there is 16Ytx/ℓ². At pull-in this is 0.40 GPa for one moving line and 0.20 GPa for two. Such stresses are comparable with or above the yield stress of bulk copper. Narrow lines are usually stronger, but the numbers given here, V_one above all, hold only if the lines don't yield. Of the assumptions tested here, that of an unstressed line affects the numbers most. If the line is free of stress at 298 K and used at 378 K, copper expands by roughly 17 ppm/K and the silicon below it by roughly 2.6 ppm/K. With the difference of 14.4 ppm/K over 80 K, rigid supports compress the line by a strain of 0.1152 %. The compressive force is P = Ybt × strain. In units of YI/ℓ² it is

Pℓ²/(YI) = 12 × strain × (ℓ/t)² = 12 × 0.001152 × 1600 = 22.1.

A clamped line buckles at 4π² = 39.5 in these units, so the compression reaches 0.56 of the buckling load. Solving the beam equation with this force, YI·w″″ + Pw″ = q, gives a stiffness of 0.443 times the cold value. The voltages scale with its square root, 0.67, and fall to 2.98 V and 2.11 V. The lines are softened equally, so the ratio stays at 1.4142 as long as stretching is left out. Rigid supports also make the lines stretch as they bow, and this counts for more against a softened spring. With the force 0.75kx³/t² added to the softened linear one, the flat-plate model gives 3.32 V and 2.16 V, a ratio of 1.54. The sign of the stress depends on how the lines were made. Copper annealed on silicon at a higher temperature is often left in tension. A tensile strain of the same size, 0.1152 %, raises the stiffness to 1.55 times the unstressed value and the voltages, without stretching, to 5.58 V and 3.94 V. The effects have been sized one at a time, and their changes shouldn't simply be added.

Electrical breakdown doesn't intervene at these voltages by the usual avalanche in air. An electron crossing the gap gains at most about 5 eV, while ionizing an air molecule takes roughly 12 eV or more. For flat surfaces with a work function of roughly 4.5 eV, the tunnelling probability of an electron at the Fermi level across the critical gap at V_two is of order 10⁻¹⁰⁰ if the lowering of the barrier by image charges is neglected. It remains negligible when that lowering is included. For two flat plates on unstressed springs, equipartition gives K⟨u²⟩ = k_BT with K = k/2. Thermal motion then changes the gap by 0.066 nm rms at 378 K without voltage, or by 0.10 nm with the stiffness of the compressed lines. At the midpoint of bending lines the relevant stiffness is that for a point force, 192YI/ℓ³ = k/2 per line, and the unstressed value becomes 0.093 nm. All these values are small compared with the 6.67 nm of closure needed for pull-in. Close to the threshold, however, the energy barrier that separates the stable gap from collapse shrinks to zero, and thermal motion can carry the plates over it. In the flat-plate model, with the bending frequency of about 0.12 GHz as the attempt rate, this happens within a second at 0.35 % below V_one and 0.56 % below V_two.

For a pair of equally flexible lines, treating one of them as fixed thus overestimates the pull-in voltage by 41 %, provided that the field and the bending are described in the same way in both cases, the lines respond linearly, the voltage is held by the source and forces other than the electrostatic one are negligible. The remaining computed values are listed in the numerical output below.

Calculated quantities

```
free length: 800 nm
line height: 40 nm
line width: 20 nm
unloaded gap d: 20 nm
Young modulus (rough): 120 GPa
facing area: 32000 nm2
spring constant k per line: 2.400 N/m
pull-in, formula: one 4.481 V, both 3.168 V, ratio 1.4142
pull-in, relaxation: one 4.481 V, both 3.168 V, ratio 1.4142
V_two in atomic units: 0.11644 hartree/e
sqrt(2): 1.4142
reduction of pull-in voltage: 29.3 %
critical gap: 13.333 nm
critical gap, converted: 133.3 angstrom
travel per line, both moving: 3.333 nm
travel, one moving: 6.667 nm
force at pull-in, one: 16.000 nN
force at pull-in, both: 8.000 nN
field at pull-in, one: 3.36 MV/cm
field at pull-in, both: 2.38 MV/cm
k2 = 3 k1: V_one/V_unequal: 1.1547
supply voltage: 0.8 V
gap at supply, one moving: 19.905 nm
gap at supply, both moving: 19.807 nm
capacitance rise, one: 0.48 %
capacitance rise, both: 0.97 %
voltage step / slow ramp threshold: 0.9186
voltage step ratio one/both: 1.4142
fringing force factor at d: 1.244
fringing force factor at 2d/3: 1.175
with fringing: one 4.137 V, both 2.925 V, ratio 1.4142
beam critical load, one: 70.04
beam critical load, both: 35.02
with bent line shape: one 4.972 V, both 3.516 V, ratio 1.4142
stress-free temperature: 298.15 K
temperature of use: 378.15 K
expansion difference (rough): 14.4 ppm/K
thermal strain: 0.1152 %
compression / buckling load: 0.560
hot / cold stiffness: 0.443
with thermal compression: one 2.982 V, both 2.109 V, ratio 1.4142
stretching coefficient x width^2: 0.750
with stretching: one 4.685 V, both 3.202 V, ratio 1.4630
Hamaker constant (rough): 2.0 eV
van der Waals force at 2d/3: 0.229 nN
with van der Waals: one 4.449 V, both 3.123 V, ratio 1.4246
work function (rough): 4.5 eV
log10 tunnelling probability: -100
thermal rms gap motion at V=0: 0.066 nm
```
